# Angular-momentum transfer and transient parallel alignment in a two-sublattice ferrimagnet

## Definitions and conventions

A ferrimagnet has $N$ atoms, of which a fraction $c_a$ belongs to sublattice $a=1,2$ and carries spin $s_a$. All order is collinear, along $z$. The mean spin per site is $m_a$, in units of $\hbar$, and

$$L_a=c_a m_a \tag{1}$$

is the angular momentum of sublattice $a$ per atom of the whole magnet. Positive $L$ means spin up; magnetic moments do not enter. In mean field the exchange energy per atom is

$$E=-\tfrac12\sum_{a,b}A_{ab}L_aL_b,\qquad A_{12}=A_{21}=-|A_{12}|<0,\quad A_{aa}\ge 0. \tag{2}$$

The local field, an energy per $\hbar$ of spin, is $h_a=-\partial E/\partial L_a=\sum_bA_{ab}L_b$. The spins exchange energy with a bath at the electron temperature $T$, which may depend on time.

Three kinds of transition are kept:

- A flip-flop between the sublattices raises one spin and lowers the other by $\hbar$. It conserves $L_1+L_2$, and the bath supplies the energy difference.
- A local flip changes one spin by $\hbar$ and passes the angular momentum to the lattice.
- A flip-flop inside one sublattice conserves its $L_a$ and, in mean field, its energy. It is taken to be fast.

## Populations inside a sublattice

Let $p(m)$ be the population of level $m$ of a site. An inner flip-flop takes levels $(m,n)$ to $(m+1,n-1)$ at no energy cost, so it balances its reverse when $p(m)p(n)=p(m+1)p(n-1)$, or

$$\frac{p(m+1)}{p(m)}=\frac{p(n)}{p(n-1)} .$$

The left side depends on $m$ alone and the right side on $n$ alone. Both therefore equal one constant, written $e^{y}$:

$$p(m)=e^{ym}/Z,\qquad Z=\sum_m e^{ym}. \tag{3}$$

The exponent $y_a$ has the sign of $m_a$. Out of equilibrium it need not equal $h_a/kT$. For spin ½ there are two levels and (3) is no restriction.

The transition $m\to m+1$ has the squared matrix element $M(m)=s(s+1)-m(m+1)$. The mean weights for raising and lowering a site are

$$P=\sum_m M(m)p(m)=\langle S^-S^+\rangle,\qquad Q=\sum_m M(m)p(m+1)=\langle S^+S^-\rangle .$$

Equation (3) gives $Q=e^yP$, and $[S^+,S^-]=2S^z$ gives $Q-P=2m$. Hence $P=2m/(e^y-1)$, and

$$R\equiv\sqrt{PQ}=\frac{2m\,e^{y/2}}{e^y-1}=\frac{m}{\sinh(y/2)},\qquad P=Re^{-y/2},\quad Q=Re^{y/2}. \tag{4}$$

The same sums give a bound needed below. Since $P+Q=2[s(s+1)-\langle (S^z)^2\rangle]$ and, from (4), $P+Q=2m\coth(y/2)$, the variance $dm/dy=\langle (S^z)^2\rangle-m^2$ is

$$\frac{dm}{dy}=s(s+1)-m\coth\frac y2-m^2 .$$

For $y>0$, $\coth(y/2)\ge 2/y$, so $dm/dy\le s(s+1)-2m/y$. Multiplication by $y^2$ gives $d(y^2m)/dy\le s(s+1)y^2$, and integration from zero gives $m\le s(s+1)y/3$. With the odd symmetry of $m(y)$,

$$|y_a|\ge\frac{|L_a|}{\chi_a},\qquad \chi_a=\frac{c_as_a(s_a+1)}{3}. \tag{5}$$

Equality holds to first order in small $y$, where also $c_aR_a\to2\chi_a$.

## The transfer law

A flip-flop that raises 1 and lowers 2 changes $L_1$ by $1/N$ and $L_2$ by $-1/N$. To leading order in $1/N$ the total energy changes by

$$\Delta E=N\left[\frac{\partial E}{\partial L_1}\frac1N-\frac{\partial E}{\partial L_2}\frac1N\right]=-(h_1-h_2).$$

Detailed balance fixes the ratio of forward and backward rates at $e^{-\Delta E/kT}$. The model divides this factor evenly: each pair has the rate $w/N$, times the two matrix elements, times $e^{-\Delta E/2kT}$. The even division and a constant $w$ are assumptions about the bath. With $c_1N\,c_2N$ pairs, the net flow into sublattice 1 per atom is

$$I_{\rm ex}=wc_1c_2\left[P_1Q_2e^{(h_1-h_2)/2kT}-Q_1P_2e^{-(h_1-h_2)/2kT}\right].$$

Inserting (4), the first term contains $R_1R_2e^{(-y_1+y_2)/2}$ and the second its inverse exponential. Therefore

$$I_{\rm ex}=2wc_1c_2R_1R_2\sinh\frac{H_1-H_2}{2kT},\qquad H_a=h_a-kTy_a. \tag{6}$$

Local flips with rate constant $g_a$ give, by the same steps,

$$I_a=g_ac_a\left[P_ae^{h_a/2kT}-Q_ae^{-h_a/2kT}\right]=2g_ac_aR_a\sinh\frac{H_a}{2kT}. \tag{7}$$

The equations of motion are

$$\dot L_1=I_{\rm ex}+I_1,\qquad \dot L_2=-I_{\rm ex}+I_2. \tag{8}$$

The force $H_a$ has a thermodynamic meaning. The entropy per site, in units of $k$, is $\sigma=-\sum p\ln p=\ln Z-ym$. Since $d\ln Z/dy=m$,

$$\frac{d\sigma}{dm}=m\frac{dy}{dm}-y-m\frac{dy}{dm}=-y .$$

With $F=E-kT\sum_ac_a\sigma_a$, it follows that $\partial F/\partial L_a=-h_a+kTy_a=-H_a$. At fixed $T$,

$$\dot F=-(H_1-H_2)I_{\rm ex}-H_1I_1-H_2I_2\le0, \tag{9}$$

because each current has the sign of its force. For forces small against $kT$, (6) and (7) become linear in the forces.

Equation (6) shows why heating starts the transfer. In equilibrium at $T_0$, $h_1-h_2=kT_0(y_1-y_2)$. If the bath jumps to $T$ before the spins respond, then $H_1-H_2=-k(T-T_0)(y_1-y_2)$. For $L_1>0>L_2$ this is negative, and angular momentum flows from 1 to 2. Both sublattices shrink while their sum is conserved by this channel.

## Local relaxation cannot produce parallel alignment

Set $w=0$ and start with $L_1>0>L_2$. If $L_1$ reached zero first, then $y_1=0$ there and

$$H_1=-|A_{12}|L_2>0 .$$

By (7), $I_1>0$: sublattice 1 is pushed back to the side opposite to 2. The same argument with the labels exchanged applies at $L_2=0$. The point $L_1=L_2=0$ is stationary, and a solution of these smooth equations cannot reach it in finite time. Local relaxation alone therefore preserves antiparallel order for any finite, positive temperature history in this model.

## When the transfer drives a parallel crossing

Now let $w>0$, and suppose that $L_1$ has reached zero with $L_2<0$. The forces are

$$H_1=|A_{12}||L_2|,\qquad H_2=kT|y_2|-A_{22}|L_2| .$$

Crossing to the side of sublattice 2 needs $\dot L_1<0$. The common factor $2c_1R_1$ cancels between (6) and (7), leaving, when $H_2>H_1$,

$$w>w^*=\frac{g_1\sinh(H_1/2kT)}{c_2R_2\sinh[(H_2-H_1)/2kT]} . \tag{10}$$

If $H_2\le H_1$, no value of $w$ suffices. By (5), $kT>\chi_2(A_{22}+|A_{12}|)$ guarantees $H_2>H_1$ at any amplitude. For small $L_2$, put $y_2=L_2/\chi_2$, $c_2R_2=2\chi_2$ and $\sinh x\simeq x$. With

$$x_a=\frac{kT}{\chi_a}-A_{aa}, \tag{11}$$

the forces are $H_1=|A_{12}||L_2|$ and $H_2=x_2|L_2|$, so that

$$\frac{w^*}{g_1}\to\frac{|A_{12}|}{2\chi_2(x_2-|A_{12}|)} . \tag{12}$$

The entropic force on the still polarised sublattice 2 competes with the antiferromagnetic field on sublattice 1. Exchange coupling favours antiparallel energy, yet exchange scattering in a hot bath can transfer spin against that preference.

Condition (10) is local: it says what happens if $L_1$ reaches zero. It does not ensure that $L_1$ gets there while the bath is hot.

## The limit of pure transfer

Set $g_1=g_2=0$ and hold $T$ fixed. Then $L=L_1+L_2$ is conserved. Writing out the fields,

$$H_1-H_2=G_2-G_1,\qquad G_a=kTy_a-(A_{aa}+|A_{12}|)L_a. \tag{13}$$

Define

$$kT_{\rm par}=\max_a\,\chi_a(A_{aa}+|A_{12}|). \tag{14}$$

For $T>T_{\rm par}$ the bound (5) makes $G_a$ have the sign of $L_a$. A stationary state needs $G_1=G_2$. With $L\ne0$, this is impossible if the sublattices are antiparallel or if one of them vanishes, so both must be parallel to each other and hence to $L$. The motion is one-dimensional and bounded, and $F$ falls until the current stops. Every partly polarised initial state with $L\neq0$ therefore ends parallel. The sublattice that was opposite to the total is the one that reverses.

For small $L_a$, $G_a=(x_a-|A_{12}|)L_a$, and the final division is

$$\frac{L_1}{L_2}=\frac{x_2-|A_{12}|}{x_1-|A_{12}|}, \tag{15}$$

which tends to $\chi_1/\chi_2$ as $T\to\infty$. Linearising (6) with $c_1c_2R_1R_2=4\chi_1\chi_2$ gives the rate of approach

$$\Gamma=\frac{4w\chi_1\chi_2}{kT}\,(x_1+x_2-2|A_{12}|). \tag{16}$$

The threshold is tied to the ordering temperature. Setting $H_1=H_2=0$ for small $L_a$ gives $x_1L_1=-|A_{12}|L_2$ and $x_2L_2=-|A_{12}|L_1$, so at $T_c$

$$x_1x_2=A_{12}^2,\qquad x_1,x_2>0. \tag{17}$$

At least one $x_a$ is then no larger than $|A_{12}|$, which means $kT_c\le\chi_a(A_{aa}+|A_{12}|)$ for that sublattice. Hence $T_{\rm par}\ge T_c$. A lasting parallel state under pure transfer at small $L$ belongs to the paramagnetic range; a parallel crossing during a transient has the separate condition (10).

## Cooling and completion of the reversal

Suppose both $L_a$ are small and negative, and the bath cools into a range where $x_1<|A_{12}|<x_2$. From (13),

$$H_1-H_2=(x_2-|A_{12}|)L_2+(|A_{12}|-x_1)L_1<0 .$$

Transfer now makes $L_1$ more negative and raises $L_2$ by the same amount. At $L_2=0$ the second term still acts, and the local force $H_2=-|A_{12}|L_1>0$ also pushes $L_2$ upward. Sublattice 2 then crosses zero, and the antiparallel order returns with both signs reversed. This is a mechanism, not a guarantee: local relaxation or a different cooling history can remove the small parallel polarisation or favour the old signs.

## Worked example

The model has $s_1=1$, $s_2=7/2$, $c_1=0.70$, $c_2=0.30$, and $A_{11},A_{12},A_{22}=85,-25,0$ meV. The rates are $w=3$, $g_1=0.5$ and $g_2=0.05$ ps$^{-1}$. Then $\chi_1=0.70\times2/3=0.467$ and $\chi_2=0.30\times15.75/3=1.575$. Equation (14) gives

$$kT_{\rm par}=0.4667\times110=51.3\ {\rm meV},\qquad T_{\rm par}=596\ {\rm K},$$

while the value for sublattice 2 is $1.575\times25=39.4$ meV, or 457 K. The ordering temperature is 569 K.

Direct minimisation of $F$ at $L=-0.02$ tested the threshold. At $1.02\,T_{\rm par}$ it gave $(L_1,L_2)=(-0.0158,-0.0042)$, parallel; at $0.98\,T_{\rm par}$ it gave $(-0.0289,0.0089)$, antiparallel.

The electrons have heat capacity $\gamma T$ and absorb a pulse of power density $q(t)$. With atomic density $n$ and lattice temperature $T_l$,

$$\gamma T\dot T=q-G(T-T_l)+n\sum_ah_a\dot L_a,\qquad C\dot T_l=G(T-T_l)-\frac{C(T_l-T_0)}{\tau}. \tag{18}$$

The last term of the first equation is the energy given up by the spins, since $\dot E=-\sum_ah_a\dot L_a$. The inputs are $\gamma=700$ J m$^{-3}$K$^{-2}$, $C=3\times10^6$ J m$^{-3}$K$^{-1}$, $G=5\times10^{17}$ W m$^{-3}$K$^{-1}$, $n=55$ nm$^{-3}$, $T_0=300$ K and $\tau=50$ ps. The pulse lasts 0.10 ps (full width at half maximum) and deposits $8\times10^8$ J m$^{-3}$. Times below count from its peak.

Initially $L_1=0.658$ and $L_2=-0.728$, with total $-0.070$. Sublattice 1 opposes the total and is the candidate for reversal. The electrons reach 1212 K, and $L_1$ crosses zero at 0.24 ps, when $T=1139$ K and $L_2=-0.085$. By then sublattice 1 has given 0.637 to sublattice 2 and 0.022 to the lattice, which accounts for its initial 0.658 within rounding and time resolution. About 97% of its loss went through the transfer channel.

At the crossing $kT=98.2$ meV, so $x_2=98.2/1.575=62.3$ meV and (12) gives

$$w^*\simeq0.5\times\frac{25}{2\times1.575\times(62.3-25)}=0.106\ {\rm ps}^{-1},$$

far below $w=3$ ps$^{-1}$. The parallel state lasts 2.0 ps, until $L_2$ crosses zero at 2.23 ps. The smaller of $|L_1|$ and $|L_2|$ is largest at 1.81 ps, when both sublattices have $L_a=-0.026$ and $T=595$ K. This is a weak alignment: $|L_1|$ is about 4% of its initial value.

The two values are equal because the smaller magnitude peaks where the two magnitudes cross. This division does not follow (15) at the bath temperature of that moment. At this temperature $x_1$ is very close to $|A_{12}|$, so (15) would leave $L_2$ close to zero and $L_1$ close to the total. Equation (16) shows that transfer has become slow: $\Gamma$ falls from about 12 ps$^{-1}$ at 1139 K to 1.3 ps$^{-1}$ at 595 K, so the division can lag behind the cooling bath. At 59.8 ps, with $T=388$ K, the state is $L_1=-0.587$, $L_2=0.577$: both sublattices have reversed.

With all other inputs fixed, changing $w$ gives:

| $w$ (ps$^{-1}$) | parallel time (ps) | final $L_1$ |
|---|---|---|
| 0 | 0 | 0.585 |
| 0.3 | 0 | 0.587 |
| 1 | 2.24 | −0.587 |
| 3 | 2.00 | −0.587 |
| 6 | 1.94 | −0.587 |

The run at $w=0.3$ ps$^{-1}$ does not cross, although $w$ exceeds the 0.106 ps$^{-1}$ found above. That number belongs to the temperature and $L_2$ of the main run. In the slower run the bath cools before $L_1$ can reach zero, and $L_1$ then grows again with its old sign. At $w=3$ ps$^{-1}$, absorbed energies of 4, 6 and $10\times10^8$ J m$^{-3}$ give parallel times of 0, 1.15 and 2.91 ps; the first does not reverse and the other two do.

## Range of validity and real films

The exponential populations were compared with level-resolved dynamics at the same electron temperature, up to 1.0 ps. Without inner flip-flops $L_1$ changes by at most 0.0016, or 0.2% of its initial value, and at 1.0 ps it is $-0.0198$ in both descriptions. The ansatz is harmless here.

Mean field also omits fluctuations. A bit of $50\times50\times10$ nm$^3$ holds $1.4\times10^6$ atoms, and the linear equilibrium estimate at 1139 K gives a thermal spread of $8\times10^{-4}$ in $L_1$. Fluctuations grow near $T_c$: at 595 K, where the parallel value 0.026 is reached, the same estimate gives $2.6\times10^{-3}$, about 10% of that value. The estimate does not cover the later passage through ordering, and smaller bits are more exposed. A field of 0.5 T has a Zeeman energy of 0.058 meV per $\hbar$ (for $g=2$), against an intersublattice field of 2.1 meV at the crossing.

Transverse motion is the more serious omission. If the sublattices are slightly canted, exchange makes them precess about their sum at angular frequency $|A_{12}||L_1+L_2|/\hbar$. Over the parallel interval this adds up to 4.8 rad, about three quarters of a turn. A lack of time for precession therefore cannot justify the longitudinal description. It holds only if the canting is very small from the start: since $L_1$ passes through zero, its transverse part must be small against the parallel value 0.026, not merely against the initial 0.658.

The parameters lie roughly in the regime of gadolinium–iron–cobalt films, for which ordering temperatures of some 500–600 K and a transient parallel state of order 1 ps are reasonable rough figures. The rare-earth fraction of 0.30 is on the high side for switching films, and $g_1$ is probably low: linearising (7) at $L_2=0$ gives a local decay rate $2g_1\chi_1x_1/kT$, which is 0.6 ps$^{-1}$ at 1139 K and tends to $2g_1=1$ ps$^{-1}$ only as $T\to\infty$, slower than is usual for a transition metal. A fivefold larger $g_1$ would raise $w^*$ at the same crossing state to 0.53 ps$^{-1}$, still below $w$, but it would also change the path to that state. The outcome depends on the rare-earth fraction as well. At 0.25, with all other inputs of the example unchanged, the initial total is $+0.079$, so sublattice 2 is the one that opposes it. Sublattice 2 then crosses zero for a time, and the old signs return on cooling: the magnet does not reverse. With $g_1=2.5$ ps$^{-1}$ at the same fraction it does reverse. The worked example is therefore not a prediction for films of other compositions. Real films also break the assumption of uniform heating. A change of absorbed energy by −25% or +25% moves the parallel time from 2.0 ps to 1.15 or 2.91 ps, and halving the energy prevents reversal in this model. Layers at different depths could thus behave differently; heat and spin currents between them, and any temperature dependence of $w$ and $g_a$, are not included. The remaining values are listed in the numerical output.

## Calculated quantities

```
spins 1.0, 3.5; fractions 0.70, 0.30
A11, A12, A22 = 85, -25, 0 meV
w, g1, g2 = 3.00, 0.50, 0.05 1/ps
electron heat coefficient = 700 J/(m^3 K^2)
lattice heat capacity = 3.0e+06 J/(m^3 K)
electron-lattice coupling = 5.0e+17 W/(m^3 K)
atomic density = 55 nm^-3
absorbed energy = 8.0e+08 J/m^3; pulse FWHM = 0.10 ps
start temperature = 300 K; substrate cooling time = 50 ps
chi1, chi2 = 0.4667, 1.5750
ordering temperature = 569.0 K (49.03 meV)
chi_a(A_aa+|A12|)/k, a=1,2 = 595.7, 456.9 K
parallel threshold T_par = 595.7 K (51.33 meV)
L1,L2 at 1.02 T_par, total -0.02: -0.01576, -0.00424 hbar
L1,L2 at 0.98 T_par, total -0.02: -0.02886, 0.00886 hbar
largest error of current formulas = 1.1e-14 (relative)
mean-field error, 48 and 96 spins = 0.00034, 0.00017 hbar
initial y1, y2 = 2.8679, -0.6365
initial L1, L2, total = 0.6582, -0.7277, -0.0695 hbar
peak electron temperature = 1212 K
peak lattice temperature = 472 K
L1 crosses zero 0.236 ps after pulse peak
at that crossing: Te = 1139 K, L2 = -0.0851 hbar
lost by L1 before crossing: to L2 0.6368, to lattice 0.0218 hbar
critical transfer rate w* = 0.1061 1/ps (small-L2 limit 0.1063)
parallel state ends 2.230 ps after pulse peak
duration of parallel state = 1.996 ps
strongest parallel state at 1.812 ps, Te = 595 K
  there L1, L2 = -0.0256, -0.0256 hbar
at 59.8 ps: L1, L2 = -0.5872, 0.5772 hbar, Te = 388 K
scan w = 0.0 1/ps: parallel 0.00 ps, final L1 0.585 hbar
scan w = 0.3 1/ps: parallel 0.00 ps, final L1 0.587 hbar
scan w = 1.0 1/ps: parallel 2.24 ps, final L1 -0.587 hbar
scan w = 6.0 1/ps: parallel 1.94 ps, final L1 -0.587 hbar
scan energy 4.0e+08 J/m^3: parallel 0.00 ps, final L1 0.629 hbar
scan energy 6.0e+08 J/m^3: parallel 1.15 ps, final L1 -0.610 hbar
scan energy 1.0e+09 J/m^3: parallel 2.91 ps, final L1 -0.561 hbar
inner flip-flop rate 0 1/ps: max L1 change 0.00157, L1 at 1.0 ps -0.0198 hbar
inner flip-flop rate 1 1/ps: max L1 change 0.00153, L1 at 1.0 ps -0.0198 hbar
inner flip-flop rate 30 1/ps: max L1 change 0.00066, L1 at 1.0 ps -0.0198 hbar
L1 at 1.0 ps with exponential populations = -0.0198 hbar
atoms in 50x50x10 nm^3 bit = 1.38e+06; thermal spread of L1 = 7.9e-04 hbar
exchange precession angle in parallel interval = 4.78 rad
Zeeman energy per hbar at 0.5 T = 0.0579 meV
intersublattice field on 1 at crossing = 2.127 meV
```
